# The 27/32 Resistance Ratio of an Optimized Punch-Through Drift Layer: a program that tests the result

```python
"""
Result under test: a uniformly doped drift layer that blocks voltage V with
peak field at most Ec has least specific resistance 27 V^2/(8 mu eps Ec^3),
which is 27/32 of the best non-punch-through value 4 V^2/(mu eps Ec^3).

Symbols: N donor density, W layer thickness, eps permittivity, mu mobility,
q elementary charge, R = W/(q mu N) specific on-resistance,
u = Ec W/V reduced thickness. NPT = non-punch-through, PT = punch-through.
SI units are used inside; printed values carry their own units.
The blocking voltage is always integrated numerically from the field.
"""
import numpy as np
import sympy as sp
from scipy.constants import e as q, epsilon_0
from scipy.integrate import quad
from scipy.optimize import brentq, minimize, minimize_scalar

eps_r = 10.0
eps = eps_r * epsilon_0
Ec = 2.5e8          # V/m
mu = 0.1            # m^2/(V s)
V0 = 1500.0         # V


def resistance(N, W):
    return W / (q * mu * N)


def blocking_voltage(N, W):
    """Integral of the field when its peak equals Ec."""
    slope = q * N / eps
    end = min(W, Ec / slope)
    return quad(lambda x: Ec - slope * x, 0.0, end)[0]


def largest_doping(V):
    """Highest N for which a very thick layer still blocks V."""
    return brentq(lambda N: blocking_voltage(N, 1.0) - V, 1e20, 1e24)


def thickness_needed(N, V):
    full = eps * Ec / (q * N)
    return brentq(lambda W: blocking_voltage(N, W) - V,
                  0.5 * V / Ec, full, xtol=1e-18, rtol=1e-13)


def best_layer(V):
    """Numerical search over doping for the least resistance."""
    Nmax = largest_doping(V)

    def cost(f):
        N = f * Nmax
        return resistance(N, thickness_needed(N, V)) * 1e7

    found = minimize_scalar(cost, bounds=(0.2, 0.9999), method="bounded",
                            options={"xatol": 1e-9})
    N = found.x * Nmax
    W = thickness_needed(N, V)
    return N, W, resistance(N, W)


# --- non-punch-through family: peak field free, but not above Ec ---
N_npt = largest_doping(V0)


def depletion_width(N, V):
    slope = q * N / eps
    return brentq(lambda w: quad(lambda x: slope * (w - x), 0, w)[0] - V,
                  1e-7, 1e-3, xtol=1e-18, rtol=1e-13)


fractions = np.linspace(0.3, 1.0, 15)
family = []
for f in fractions:
    w = depletion_width(f * N_npt, V0)
    assert q * f * N_npt * w / eps <= Ec * (1 + 1e-9)
    family.append(resistance(f * N_npt, w))
assert np.all(np.diff(family) < 0)      # best NPT layer has peak field Ec
W_npt = depletion_width(N_npt, V0)
R_npt = family[-1]
assert abs(R_npt / (4 * V0**2 / (mu * eps * Ec**3)) - 1) < 1e-8
assert abs(W_npt * Ec / (2 * V0) - 1) < 1e-8
assert abs(N_npt * 2 * q * V0 / (eps * Ec**2) - 1) < 1e-8

# --- global optimum by search, against the closed forms ---
N_pt, W_pt, R_pt = best_layer(V0)
E_end = Ec - q * N_pt * W_pt / eps
V_reach = quad(lambda x: q * N_pt / eps * (W_pt - x), 0, W_pt)[0]
# a flat minimum fixes its position less sharply than its value
assert abs(R_pt / R_npt - 27 / 32) < 1e-7
assert abs(R_pt / (27 * V0**2 / (8 * mu * eps * Ec**3)) - 1) < 1e-7
assert abs(W_pt * Ec / (1.5 * V0) - 1) < 1e-4
assert abs(N_pt * 9 * q * V0 / (4 * eps * Ec**2) - 1) < 1e-4
assert abs(E_end / Ec - 1 / 3) < 1e-4
assert abs(V_reach / V0 - 0.5) < 1e-4

# --- a peak field below Ec at the same W and V gives a higher resistance ---
for peak in (0.95 * Ec, 0.85 * Ec):
    N_low = brentq(lambda N: quad(lambda x: peak - q * N * x / eps,
                                  0, W_pt)[0] - V0, 1e18, 1e23)
    assert resistance(N_low, W_pt) > R_pt

# --- resistance against thickness ---
scan = []
for u in (1.2, 1.35, 1.5, 1.65, 1.8, 2.0):
    W = u * V0 / Ec
    N = brentq(lambda n: blocking_voltage(n, W) - V0, 1e18, 2 * N_npt)
    ratio = resistance(N, W) / R_npt
    assert abs(ratio - u**3 / (8 * (u - 1))) < 1e-7
    assert abs((Ec - q * N * W / eps) / Ec - (2 - u) / u) < 1e-7
    scan.append((u, W, N, ratio))

# --- symbolic: integrate the field, solve for doping, factor the excess ---
us, x, g = sp.symbols("u x g", positive=True)
g_sol = sp.solve(sp.integrate(1 - g * x, (x, 0, us)) - 1, g)[0]
excess = us / g_sol / 4 - sp.Rational(27, 32)
square = (2 * us - 3)**2 * (us + 3) / (32 * (us - 1))
assert sp.simplify(excess - square) == 0

# --- voltage gained at equal resistance ---
V_gain = brentq(lambda V: best_layer(V)[2] / R_npt - 1, V0, 1.3 * V0)
assert abs(V_gain / V0 - np.sqrt(32 / 27)) < 1e-6


# --- graded doping: free layers of equal width, units Ec = V = mu eps = 1 ---
def layered(n):
    def unpack(p):
        W = 1 + np.exp(p[0])
        h = W / n
        to_end = W - h * (np.arange(n) + 0.5)
        shape = np.exp(p[1:])
        slope = shape * (W - 1) / np.sum(shape * h * to_end)
        return W, h, slope

    def cost(p):
        W, h, slope = unpack(p)
        return np.sum(h / slope) / 4

    start = np.zeros(n + 1)
    start[0] = np.log(0.8)
    found = minimize(cost, start, method="BFGS")
    W, h, slope = unpack(found.x)
    return found.fun, 1 - np.sum(slope * h)


layers = {n: layered(n) for n in (1, 2, 12)}
assert abs(layers[1][0] - 27 / 32) < 1e-6
assert layers[1][0] > layers[2][0] > layers[12][0] > 0.75
assert layers[12][0] < 0.755            # finite number of layers
assert all(end > 0 for _, end in layers.values())
Wg = 1.5


def graded(s):
    return (1 / 3) / np.sqrt(1 - s / Wg)


graded_V = Wg - quad(lambda s: (Wg - s) * graded(s), 0, Wg)[0]
graded_ratio = quad(lambda s: 1 / graded(s), 0, Wg)[0] / 4
assert abs(graded_V - 1) < 1e-7 and abs(graded_ratio - 0.75) < 1e-7


# --- avalanche integral of E^7 in place of a fixed field, at V = 1 ---
def avalanche_R(t):
    def moment(m):
        return quad(lambda s: (1 - (1 - t) * s)**m, 0, 1)[0]
    peak = (moment(1) / moment(7))**(1 / 6)
    W = 1 / (peak * moment(1))
    return W**2 / (peak * (1 - t))


def avalanche_ratio(t):
    return avalanche_R(t) / avalanche_R(0.0)


for t in (0.1, 0.3, 0.6):
    formula = (1 - t) * (1 - t**2)**-2.5 * (1 - t**8)**0.5
    assert abs(avalanche_ratio(t) - formula) < 1e-8
av = minimize_scalar(avalanche_ratio, bounds=(0.0, 0.8), method="bounded",
                     options={"xatol": 1e-8})
assert av.fun > 27 / 32 + 0.01 and av.fun < 1

# --- printed values ---
print(f"relative permittivity: {eps_r:.1f}")
print(f"critical field: {Ec / 1e8:.2f} MV/cm")
print(f"mobility: {mu * 1e4:.0f} cm^2/(V s)")
print(f"blocking voltage: {V0:.0f} V")
for name, N, W, R in (("NPT", N_npt, W_npt, R_npt),
                      ("PT", N_pt, W_pt, R_pt)):
    print(f"{name} thickness: {W * 1e6:.3f} um")
    print(f"{name} doping: {N / 1e22:.4f} x 10^16 cm^-3")
    print(f"{name} resistance: {R * 1e7:.4f} mOhm cm^2")
    print(f"{name} figure of merit V^2/R: {V0**2 / R / 1e13:.4f} GW/cm^2")
print(f"PT far-face field: {E_end / 1e8:.4f} MV/cm")
print(f"PT reach-through voltage: {V_reach:.1f} V")
print(f"thickness ratio PT/NPT: {W_pt / W_npt:.4f}")
print(f"doping ratio PT/NPT: {N_pt / N_npt:.4f}")
print(f"resistance ratio PT/NPT by search: {R_pt / R_npt:.6f}")
print(f"27/32 as a decimal: {27 / 32:.6f}")
print("scan: u, thickness (um), doping (10^16 cm^-3), R/R_NPT")
for u, W, N, ratio in scan:
    print(f"  {u:.2f}  {W * 1e6:.2f}  {N / 1e22:.4f}  {ratio:.4f}")
print(f"PT voltage at the NPT resistance: {V_gain:.1f} V")
print(f"voltage gain at equal resistance: {V_gain / V0:.4f}")
for n, (ratio, end) in layers.items():
    print(f"best ratio, {n} doping layer(s): {ratio:.4f}, "
          f"far-face field/Ec: {end:.3f}")
print(f"ratio for the ideal graded profile: {graded_ratio:.4f}")
print(f"avalanche model, best ratio: {av.fun:.4f}")
print(f"avalanche model, far-face/peak field: {av.x:.4f}")
print("all good")
```

Printed output:

```
relative permittivity: 10.0
critical field: 2.50 MV/cm
mobility: 1000 cm^2/(V s)
blocking voltage: 1500 V
NPT thickness: 12.000 um
NPT doping: 1.1513 x 10^16 cm^-3
NPT resistance: 0.6505 mOhm cm^2
NPT figure of merit V^2/R: 3.4587 GW/cm^2
PT thickness: 9.000 um
PT doping: 1.0234 x 10^16 cm^-3
PT resistance: 0.5489 mOhm cm^2
PT figure of merit V^2/R: 4.0992 GW/cm^2
PT far-face field: 0.8333 MV/cm
PT reach-through voltage: 750.0 V
thickness ratio PT/NPT: 0.7500
doping ratio PT/NPT: 0.8889
resistance ratio PT/NPT by search: 0.843750
27/32 as a decimal: 0.843750
scan: u, thickness (um), doping (10^16 cm^-3), R/R_NPT
  1.20  7.20  0.6396  1.0800
  1.35  8.10  0.8844  0.8787
  1.50  9.00  1.0234  0.8438
  1.65  9.90  1.0995  0.8639
  1.80  10.80  1.1371  0.9112
  2.00  12.00  1.1513  1.0000
PT voltage at the NPT resistance: 1633.0 V
voltage gain at equal resistance: 1.0887
best ratio, 1 doping layer(s): 0.8438, far-face field/Ec: 0.333
best ratio, 2 doping layer(s): 0.7872, far-face field/Ec: 0.230
best ratio, 12 doping layer(s): 0.7530, far-face field/Ec: 0.089
ratio for the ideal graded profile: 0.7500
avalanche model, best ratio: 0.8813
avalanche model, far-face/peak field: 0.2501
all good
```
